Volume-averaged depolarization factors of a uniformly polarized rectangular grain

**What symmetry and dimensions fix**

A rectangular grain with edges a, b, c along x, y, z carries a uniform polarization P. No free charge is present, and P is held fixed whatever field it produces. The algebra uses atomic units, in which a charge q has the potential q/r. Polarization is dipole moment per volume, hence charge per area, and an electric field is also charge per length squared. The field is linear in P, so their ratio is a pure number, which can depend on the shape of the grain but not on its size.

Let angle brackets denote an average over the volume V = abc. For P along z, the mirror reflection x → a − x leaves the grain and P unchanged but reverses E_x. Therefore ⟨E_x⟩ = 0, and likewise ⟨E_y⟩ = 0. What remains is

⟨E_z⟩ = −4π N_c P.

This defines the averaged depolarization factor N_c for polarization along edge c; N_a and N_b are defined in the same way. The factor 4π is chosen so that a wide plate polarized along its normal has N = 1.

For a cube the three factors are equal by rotation. Symmetry does not supply their common value, and it does not make the field uniform. The value follows from Coulomb's law, and for a cube of unit edge it can be found by hand.

**The unit cube: from a volume average to two faces**

Uniform polarization has no divergence, so there is no bound charge inside. The surface charge density is P·n, with n the outward normal: +P on the face z = 1, −P on the face z = 0, and zero on the sides.

Since E_z = −∂φ/∂z, the integral over z can be done at once:

∫ E_z dV = ∫ dA [φ(z=0) − φ(z=1)].

The potential is thus needed on the two charged faces alone. Define the pair integral of two parallel unit squares a distance h apart,

F(h) = ∫ dA ∫ dA' / √[(x−x')² + (y−y')² + h²].

The lower face feels its own charge −P and the opposite charge +P, so its integrated potential is −P F(0) + P F(1). The upper face has P F(0) − P F(1). Subtracting the second from the first gives

⟨E_z⟩ = −2P [F(0) − F(1)],

because V = 1. Comparison with the definition gives N = [F(0) − F(1)]/(2π).

The integrand of F depends on x and x' through u = |x−x'| alone. For a given u the lower of the two coordinates can lie anywhere on a segment of length 1 − u, and either coordinate can be the lower one. The weight is therefore 2(1−u). The same holds for v = |y−y'|, so

F(h) = 4 ∫₀¹∫₀¹ (1−u)(1−v)/r du dv,  r = √(u²+v²+h²).

Expanding the product, and using the symmetry between u and v,

F/4 = J₀ − 2J₁ + J₂,

where J₀, J₁ and J₂ are the integrals of 1/r, u/r and uv/r. Two elementary integrals are needed repeatedly:

∫₀^b dv/√(v²+s²) = asinh(b/s),

∫₀^b √(v²+s²) dv = ½[b√(b²+s²) + s² asinh(b/s)].

**The unit cube: the two numbers**

Write L = asinh 1. For h = 0, the u integral of 1/r is asinh(1/v). Integration by parts over v gives

J₀ = [v asinh(1/v)]₀¹ + ∫₀¹ dv/√(1+v²) = 2L.

The lower limit contributes nothing, because v times a logarithm of v vanishes there. The u integral of u/r is √(1+v²) − v, so

J₁ = ½(√2 + L) − ½,

J₂ = ∫₀¹ v[√(1+v²) − v] dv = (2√2 − 2)/3.

Adding the pieces,

F(0)/4 = 2L − √2 − L + 1 + (2√2 − 2)/3 = L + (1 − √2)/3.

For h = 1, write S = asinh(1/√2). The u integral of 1/r is asinh(1/√(1+v²)), whose derivative is −v/[(1+v²)√(2+v²)]. Integration by parts gives

J₀ = S + ∫₀¹ v² dv/[(1+v²)√(2+v²)].

Replace v² by (1+v²) − 1. The first part integrates to another S. The second has the antiderivative atan(v/√(2+v²)), as differentiation confirms, and atan(1/√3) = π/6. Hence

J₀ = 2S − π/6.

The other two integrals are

J₁ = ∫₀¹ [√(v²+2) − √(v²+1)] dv = ½(√3 + 2S) − ½(√2 + L),

J₂ = ∫₀¹ v[√(v²+2) − √(v²+1)] dv = (3√3 − 4√2 + 1)/3.

In the sum J₀ − 2J₁ + J₂ both S and √3 cancel:

F(1)/4 = L − π/6 + (1 − √2)/3.

This differs from F(0)/4 by π/6 alone. Therefore F(0) − F(1) = 4π/6 = 2π/3, and

N = (2π/3)/(2π) = 1/3.

No uniform field was assumed.

**Why the factors sum to one**

The local field shows where the sum rule comes from. A surface element dA of charge density σ, at distance r from a point, gives a field σ dA/r². Its component normal to the face carries a further factor h/r, where h is the distance to the plane of the face. But h dA/r³ is the solid angle of the element seen from the point. A uniformly charged face thus produces a normal field σΩ, pointing away from the face if σ is positive.

Inside the grain, the positive face above pushes the field down and the negative face below pulls it down. Both contributions are negative:

E_z = −P(Ω_top + Ω_bottom).

The local factor is therefore

n_c(r) = (Ω_top + Ω_bottom)/(4π).

For polarization along x or y, the other two pairs of faces take this role. The six faces together fill the full solid angle 4π around any interior point, so

n_a(r) + n_b(r) + n_c(r) = 1,

and averaging over the volume gives N_a + N_b + N_c = 1. The sum rule holds point by point. Equality of the three factors holds in a cube for the averages, and not at a general point.

To evaluate the local factor, drop a perpendicular from the point onto the face and cut the face into four rectangles X × Y that meet at its foot. Integrating h/r³ over x first and then over y gives for each

Ω = ∫₀^Y hX dy/[(y²+h²)√(y²+h²+X²)] = atan{XY/[h√(X²+Y²+h²)]}.

At the centre of the unit cube each face fills one sixth of 4π, so n = 1/3. Just inside the centre of a charged face, that face fills 2π. The opposite face consists of four squares with X = Y = 1/2 and h = 1, so it fills 4 atan(0.25/√1.5) = 0.805. Hence

n = (6.283 + 0.805)/12.566 = 0.564.

At the centre of an uncharged side face, the sum rule and symmetry give n = (1 − 0.564)/2 = 0.218. Gauss–Legendre quadrature over the cube gives a standard deviation of 0.095 for the local factor, 28% of its mean. The field is clearly nonuniform, yet its average has the value 1/3 that a sphere has at every point.

The transverse field is not even bounded. Integrating the x component of Coulomb's law across a charged face leaves contributions from its two edges parallel to y. Near one of these, at distance s, the contribution has magnitude

P ∫ dy'/√[s² + (y−y')²] ≈ 2P ln(1/s) + constant.

The field diverges logarithmically at the edge. The volume element around an edge is proportional to s ds, so the divergence is integrable, and reflection makes the average of this component zero.

**The general rectangle**

For edges a, b, c, the charged faces are a × b rectangles at distance c. The same averaging argument, now divided by V = abc, gives

N_c = [F(0) − F(c)]/(2πabc),

F(h) = 4 ∫₀^a∫₀^b (a−u)(b−v)/√(u²+v²+h²) du dv.

The electrostatic energy in vacuum follows from the same quantity. With half the surface charge times the potential,

U = ½P ∫dA [φ(c) − φ(0)] = −½PV⟨E_z⟩ = 2πN_c P²V.

The averaged factor is therefore the one that enters the energy.

Let p² = a²+h², q² = b²+h² and R² = a²+b²+h². Expanding the weight gives

F/4 = ab J₀ − b J_u − a J_v + J_uv,

where the subscripts show the power multiplying 1/r. For J₀, integrate over u and then by parts over v:

J₀ = b asinh(a/q) + a∫₀^b v² dv/[(v²+h²)√(v²+p²)].

Writing v² = (v²+h²) − h² splits the last integral into a asinh(b/p) and an arctangent, as for the cube:

J₀ = a asinh(b/p) + b asinh(a/q) − h atan[ab/(hR)].

The remaining integrals are

J_u = ½[bR + p² asinh(b/p) − bq − h² asinh(b/h)],

J_v = ½[aR + q² asinh(a/q) − ap − h² asinh(a/h)],

J_uv = (R³ − p³ − q³ + h³)/3.

Now collect terms. The coefficient of asinh(b/p) is a²b − ½bp² = ½b(a²−h²), and that of asinh(a/q) follows by exchanging a and b. The terms in R are R³/3 − ½(a²+b²)R = R(2h²−a²−b²)/6. Those in p are ½a²p − p³/3 = p(a²−2h²)/6, and similarly for q. The result is

F(h)/4 = ½b[(a²−h²) asinh(b/p) + h² asinh(b/h)]
 + ½a[(b²−h²) asinh(a/q) + h² asinh(a/h)]
 − abh atan[ab/(hR)]
 + [R(2h²−a²−b²) + p(a²−2h²) + q(b²−2h²) + 2h³]/6.

As h → 0, the terms h² asinh(b/h), h² asinh(a/h) and h atan vanish, leaving

F(0)/4 = ½a²b asinh(b/a) + ½ab² asinh(a/b) + [a³ + b³ − (a²+b²)^(3/2)]/6.

The algorithm is then short:

1. Take the polarized edge as c and the other two as a and b.
2. Evaluate F(0) and F(c), and form N_c.
3. Permute the edges to obtain N_a and N_b.
4. Add the three factors. A departure from one beyond rounding reveals a mistake in the formula or a loss of digits.

Such a loss occurs for very long grains. At large h the faces act as point charges and F(h) ≈ a²b²/h, but the closed form reaches this small value by cancelling terms of order h³. With machine precision η, the relative error of F(h) is of order ηh⁴/(a²b²). When this matters, the double integral over u and v should be evaluated by quadrature instead; its integrand is smooth there.

**Plate and needle**

In a wide plate, c ≪ a and c ≪ b, each charged face fills nearly 2π as seen from most interior points. Then N_c tends to one. A plate of 1000 × 1000 × 1 has N_c = 0.995; the small deficit comes from its finite width.

For a long needle with a square cross-section, a = b ≪ c, the far-face approximation F(c) ≈ a⁴/c gives

N_c ≈ F(0)/(2πa²c) − a²/(2πc²).

The cube calculation supplies F(0) = 4[L + (1−√2)/3]a³ = 2.973a³, so

N_c ≈ 0.473 a/c − 0.159 a²/c².

At c/a = 100 this is 0.00473 − 0.00002 = 0.00472, in agreement with the closed form. The end charges are far from most of the volume, so the mean field is small, although the field near either end is not.

**A grain of ferroelectric size**

Take a = 20 nm, b = 15 nm and c = 10 nm, polarized along c. The face diagonal is 25 nm, and asinh(3/4) = ln 2, asinh(4/3) = ln 3. Thus

F(0)/4 = 3000 ln 2 + 2250 ln 3 + (8000 + 3375 − 15625)/6
 = 2079.4 + 2471.9 − 708.3 = 3843.0 nm³,

and F(0) = 15371.9 nm³. The closed form at h = 10 nm gives F(c) = 6713.5 nm³. Therefore

N_c = (15371.9 − 6713.5)/(2π × 3000) = 0.4593.

Permuting the edges gives N_a = 0.2307 and N_b = 0.3100, and the three add to 1.0000. The shortest edge has the largest factor.

For the field in SI units, 4πP becomes P/ε₀. Let P be 20 µC/cm², and let the grain and its unbounded surroundings have the same relative permittivity, 30. Here P is the fixed polarization, apart from the linear response already contained in the permittivity. In a uniform dielectric the field of fixed charges is divided by the permittivity, so

P/(30ε₀) = 7.53 MV/cm,

|⟨E_z⟩| = 0.4593 × 7.53 = 3.46 MV/cm.

The field opposes P. Over 10 nm it corresponds to a mean voltage of 3.46 V. The local formula gives 4.02 MV/cm at the grain centre and 4.81 MV/cm at the centre of a charged face. Here, unlike in the cube, the central field is not the mean. At 0.5 nm from both the top and a side face, halfway along the 15 nm edge, the transverse field has reached 2.75 MV/cm.

The depolarization energy is ½|⟨E_z⟩|PV = 648 eV, against a thermal energy of 0.026 eV at 300 K. Thermal agitation does not make this cost negligible; screening, domains or a change of P can lower it.

**What screening changes**

The thickness, polarization and permittivity are rough typical values for ferroelectric hafnia films. Rough coercive and breakdown fields are 1 and 4 MV/cm. The calculated mean field is 3.5 times the first and 0.86 times the second, so a rigid, unscreened polarization is not a credible working state. The assumption that a capacitor breaks most directly is the absence of electrodes.

To include them, place grounded metal planes a distance δ = 0.5 nm beyond each charged face, keeping permittivity 30 everywhere between them. Their separation is D = c + 2δ = 11 nm. Repeated reflection of a charge at height z' gives equal charges at z' + 2nD and opposite charges at −2δ − z' + 2nD, for all integers n. The pair integral is replaced by

G(z,z') = Σₙ [F(|z−z'+2nD|) − F(|z+z'+2δ+2nD|)],

and the averaged factor becomes

N_el = [G(c,c) + G(0,0) − G(c,0) − G(0,c)]/(4πabc).

Summing from n = −400 to 400 gives N_el = 0.0836 and a mean field of 0.63 MV/cm. The electrodes lower the field by a factor of 5.5, with the grain, P and permittivity unchanged.

The permittivity of the gaps matters too. For a grain much wider than the electrode separation, let E be the field in the grain, E_g that in the gaps, and ε and ε_g their relative permittivities. Zero voltage between the electrodes and continuity of electric displacement require

cE + 2δE_g = 0,  εE + P/ε₀ = ε_g E_g.

Eliminating E_g gives

E = −(P/ε₀) 2δ/(ε_g c + 2δε).

With ε_g = ε = 30 the magnitude is 0.68 MV/cm, close to the finite grain's value. Lowering ε_g to 10, with everything else fixed, raises it to 1.74 MV/cm, above the rough coercive field. Thin gaps of low permittivity thus weaken the screening. At ε_g = 10 the field is still well below the 7.53 MV/cm of a wide grain without electrodes, but at ε_g = 1 the same formula gives 5.6 MV/cm.

Surroundings of lower permittivity also raise the field of a grain without electrodes. If the grain has ε and the surroundings ε_m, the excess linear polarization (ε−ε_m)ε₀E acts together with P in a medium of permittivity ε_m. Taking both as uniform gives

E = −(P/ε₀) N/[ε_m + N(ε−ε_m)].

This holds for an ellipsoid, whose inner field is uniform; for a box it is an estimate. With ε_m = 18 it gives 4.41 MV/cm. This is about 2% too high: a boundary-element solution for the box, which lets the induced polarization vary, gives about 4.3 MV/cm, 25% above the mean field in matched surroundings.

Finally, charge can leak in. Suppose a metal supplies electrons through a barrier of height W = 2 eV, with tunnelling mass m = 0.2 electron masses; both barrier and mass are rough. As a first step, ignore the screening by the metal itself and keep the constant field E = 3.46 MV/cm of the grain without electrodes. The barrier is a triangle of width W/(eE) = 5.8 nm. Integrating twice the decay constant across it gives the exponent

B(W) = (2/ħ) ∫ √[2m(W−eEx)] dx = 4√(2m) W^(3/2)/(3ħeE) = 25.

Let w be the electron energy of motion normal to the surface, measured from the Fermi level. Summing free-electron states over transverse momentum gives the arrival rate per area and energy, m_e kT ln(1+e^(−w/kT))/(2π²ħ³), with m_e the free-electron mass. Multiplying by e and by exp[−B(W−w)], and integrating numerically over w at 300 K, gives about 1 × 10⁻³ A/cm². At that current, 20 µC/cm² arrives in about 0.02 s. Here the exponent is taken to depend on w alone. If transverse momentum is conserved and the tunnelling mass is the same in all directions, motion along the surface costs more energy in the barrier than in the metal. The current is then about five times smaller, and the time about 0.1 s. The exponent makes this time very sensitive to barrier, mass and field. The estimate also assumes that the field stays constant, whereas arriving charge would reduce it, and so would the image charge in the metal. For a plane metal contact at the lower charged face, the image of the bound charge alone lengthens the time by about six orders of magnitude. Other omissions act the other way. Near a charged face the unscreened local field exceeds the mean; using it raises the current averaged over the face about fortyfold. The electron's own image force lowers the barrier and raises the current by a further factor of about 1.2 to 3, for permittivities from 30 down to 4.5. The estimate therefore illustrates how strongly leakage depends on the field; it predicts neither the lifetime of the polarized state nor a device's switching time.

The geometric factor therefore gives the field before compensation. Electrodes, gaps and mobile charge decide how much of it survives. Domains, dielectric anisotropy and the change of P with field are left out, and the last becomes essential when the field approaches the coercive field.
